# Double Hysteresis Without a Zero-Field Polar Minimum in Sixth-Order Landau Theory: verification in Python

```python
"""
Result under test: for the energy density
    f(P) = a P^2/2 - b P^4/4 + c P^6/6,   b > 0, c > 0,   G = f - E P,
a slow field cycle gives two separate hysteresis loops and no polar minimum
at zero field exactly when  b^2/(4c) < a < 9 b^2/(20c).
P: polarization, E: electric field, a, b, c: Landau coefficients.
Example units: P in uC/cm2, E in MV/cm, so that E*P is in J/cm3.
Switching is taken at the field where the occupied local minimum vanishes.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq


def energy(P, a, b, c):
    return a * P**2 / 2 - b * P**4 / 4 + c * P**6 / 6


def field(P, a, b, c):
    return a * P - b * P**3 + c * P**5


def switching(a, b, c):
    """Derived formulas: polarizations and fields at the stability limits."""
    root = np.sqrt(9 * b**2 - 20 * a * c)
    P_forward = np.sqrt((3 * b - root) / (10 * c))
    P_return = np.sqrt((3 * b + root) / (10 * c))
    E_forward, E_return = [2 * P**3 * (b - 2 * c * P**2)
                           for P in (P_forward, P_return)]
    return P_forward, P_return, E_forward, E_return


def threshold(predicate, low, high):
    """Bisection for the coefficient where predicate turns from true to false."""
    assert predicate(low) and not predicate(high)
    for _ in range(40):
        middle = (low + high) / 2
        if predicate(middle):
            low = middle
        else:
            high = middle
    return (low + high) / 2


# Properties read from sampled energies only (P >= 0, uniform grid).
def has_polar_minimum(f):
    step = np.diff(f)
    return bool(np.any((step[:-1] < 0) & (step[1:] > 0)))


def field_falls(f):
    return bool(np.any(np.diff(f, 2) < 0))


def polar_is_lowest(f):
    return bool(np.min(f[1:]) < 0)


def switches_in_one_jump(f):
    slope = np.diff(f)
    top = np.flatnonzero(np.diff(slope) < 0)[0]
    return bool(-np.min(slope[top:]) > slope[top])


# --- Thresholds from sampled energies against the derived fractions ---------
unit_grid = np.linspace(0, 1.2, 4801)
cases = [(has_polar_minimum, 1 / 4, 0.6), (field_falls, 9 / 20, 0.6),
         (polar_is_lowest, 3 / 16, 0.6), (switches_in_one_jump, 1 / 5, 0.4)]
found_fractions = []
for b, c in [(1.0, 1.0), (1.7, 0.6)]:
    P = unit_grid * np.sqrt(b / c)
    scale = b**2 / c
    for predicate, fraction, top in cases:
        found = threshold(lambda a: predicate(energy(P, a, b, c)),
                          0.05 * scale, top * scale) / scale
        # the sampling error is of the order of the grid step squared or less
        assert abs(found - fraction) < 2e-5, (predicate.__name__, found)
        if b == 1.7:
            found_fractions.append(found)

# At the lower end the energy still rises everywhere: inflection, no minimum.
assert np.all(np.diff(energy(unit_grid, 0.25, 1.0, 1.0)) > 0)

# The same interval in the convention f = A P^2 - B P^4 + C P^6.
B, C = 0.7, 1.3
P = unit_grid * np.sqrt(4 * B / (6 * C))
for predicate, expected in [(has_polar_minimum, B**2 / (3 * C)),
                            (field_falls, 3 * B**2 / (5 * C))]:
    found = threshold(lambda A: predicate(A * P**2 - B * P**4 + C * P**6),
                      0.02, 0.4)
    assert abs(found - expected) < 2e-5


def follow(fields, a, b, c, start):
    """Walk downhill in sampled G from the last state at each new field."""
    grid = np.linspace(-1.2, 1.2, 4801) * np.sqrt(b / c)
    f = energy(grid, a, b, c)
    i = int(np.argmin(abs(grid - start)))
    path = []
    for E in fields:
        G = f - E * grid
        while i + 1 < len(G) and G[i + 1] < G[i]:
            i += 1
        while i > 0 and G[i - 1] < G[i]:
            i -= 1
        path.append(grid[i])
    return np.array(path)


# --- Loop types and switching fields from downhill sweeps -------------------
b, c = 1.7, 0.6
P0 = np.sqrt(b / c)
E0 = b**2 / c * P0
sweep = np.linspace(0.2, -0.2, 1001) * E0
sweep_step = abs(sweep[1] - sweep[0])
expected_type = {0.19: (1, True), 0.21: (2, True), 0.24: (2, True),
                 0.26: (2, False), 0.35: (2, False), 0.42: (2, False),
                 0.47: (0, False)}
for alpha, expected in expected_type.items():
    a = alpha * b**2 / c
    path = follow(sweep, a, b, c, 1.2 * P0)
    jumps = np.flatnonzero(abs(np.diff(path)) > 0.08 * P0)
    remanent = bool(abs(path[500]) > 0.1 * P0)
    assert (len(jumps), remanent) == expected, (alpha, len(jumps), remanent)
    if len(jumps):
        _, _, E_forward, E_return = switching(a, b, c)
        formula = [E_return, -E_forward][:len(jumps)]
        # a jump is seen at the first sampled field past the stability limit
        assert np.all(abs(sweep[jumps + 1] - formula) < 1.5 * sweep_step)

# --- Worked example ----------------------------------------------------------
a, b, c = 0.4, 1.8e-3, 2.5e-6
E_max, thickness_nm = 3.0, 10.0
eps0 = const.epsilon_0 * 1e10            # uC/cm2 per MV/cm
a_low, a_high = b**2 / (4 * c), 9 * b**2 / (20 * c)
assert a_low < a < a_high
P0 = np.sqrt(b / c)
P1, P2, E_forward, E_return = switching(a, b, c)
assert 0 < E_return < E_forward < E_max


def state(E, left, right):
    return brentq(lambda P: field(P, a, b, c) - E, left, right)


def G_at(P, E):
    return energy(P, a, b, c) - E * P


P_after_forward = state(E_forward, P2, 2 * P0)
P_after_return = state(E_return, 0, P1)
P_max = state(E_max, P2, 2 * P0)
drop_forward = G_at(P1, E_forward) - G_at(P_after_forward, E_forward)
drop_return = G_at(P2, E_return) - G_at(P_after_return, E_return)
W_supplied = energy(P_max, a, b, c) + drop_forward
W_recovered = energy(P_max, a, b, c) - drop_return
W_lost = drop_forward + drop_return

# Energy balance from the loop itself: integral of E dP on each branch.
ramp = np.linspace(0, E_max, 3001)
up = follow(ramp, a, b, c, 0.0)
down = follow(ramp[::-1], a, b, c, up[-1])
assert abs(down[-1]) < 1e-9
loop_supplied = E_max * up[-1] - trapezoid(up, ramp)
loop_recovered = E_max * down[0] - trapezoid(down[::-1], ramp)
# tolerance: one field step times the jump, plus the polarization grid step
assert abs(loop_supplied - W_supplied) < 0.05
assert abs(loop_recovered - W_recovered) < 0.05

# --- Neglected effects, for the same numbers ---------------------------------
# Breakdown (rough field for films of this thickness).
E_breakdown = 4.0
a_breakdown = brentq(lambda x: switching(x, b, c)[2] - E_breakdown,
                     a_low, a_high * (1 - 1e-9))

# Thermally activated switching of a grain that turns over as one unit.
temperature, dwell, attempt_time, grain_nm = 300.0, 1e-4, 1e-13, 10.0
activation = const.k * temperature * np.log(dwell / attempt_time)   # J


def barriers(E):
    low, saddle, high = state(E, 0, P1), state(E, P1, P2), state(E, P2, 2 * P0)
    top = G_at(saddle, E)
    return top - G_at(low, E), top - G_at(high, E)                  # J/cm3


inside = (E_return + 1e-6, E_forward - 1e-6)
E_equal = brentq(lambda E: barriers(E)[0] - barriers(E)[1], *inside)
needed = activation / (grain_nm * 1e-9)**3 * 1e-6                    # J/cm3
E_forward_hot = brentq(lambda E: barriers(E)[0] - needed, *inside)
E_return_hot = brentq(lambda E: barriers(E)[1] - needed, *inside)
assert E_return < E_return_hot < E_equal < E_forward_hot < E_forward
barrier_equal = barriers(E_equal)[0]
critical_edge_nm = (activation / (barrier_equal * 1e6))**(1 / 3) * 1e9

# Drift of the quadratic coefficient with temperature (assumed round slope).
slope_a, heating = 3e-4, 60.0
_, _, E_forward_warm, E_return_warm = switching(a + slope_a * heating, b, c)
T_low = temperature - (a - a_low) / slope_a

# Linear interface layer in series with the film (assumed values).
layer_nm, layer_eps = 0.5, 30.0
a_shift = layer_nm / (eps0 * (thickness_nm * layer_eps + layer_nm))
P = unit_grid * P0


def stack_voltage(x):
    E = field(P, x, b, c)
    return thickness_nm * E + layer_nm * (P + eps0 * E) / (eps0 * layer_eps)


upper_stack = threshold(lambda x: bool(np.any(np.diff(stack_voltage(x)) < 0)),
                        0.1, 0.8)
lower_stack = threshold(lambda x: bool(np.any(stack_voltage(x)[1:] < 0)),
                        0.1, 0.8)
assert abs(upper_stack - (a_high - a_shift)) < 2e-5
assert abs(lower_stack - (a_low - a_shift)) < 2e-5

# Ideal field emission through a triangular barrier (assumed height and mass).
barrier_eV, mass_ratio = 1.8, 0.3
phi, F = barrier_eV * const.e, E_max * 1e8
exponent = (4 * np.sqrt(2 * mass_ratio * const.m_e) * phi**1.5
            / (3 * const.hbar * const.e * F))
J = (const.e**3 * F**2 / (8 * np.pi * const.h * phi * mass_ratio)
     * np.exp(-exponent)) * 1e-4                                     # A/cm2
leaked = J * dwell * 1e6                                             # uC/cm2

# --- Printed numbers -----------------------------------------------------------
names = ["polar minimum vanishes", "hysteresis vanishes",
         "equal energies at E=0", "single to double switching"]
for name, value in zip(names, found_fractions):
    print(f"sampled a*c/b^2, {name}: {value:.5f}")
print(f"a = {a:.3f} MV cm/uC")
print(f"b = {b:.2e} MV cm5/uC3")
print(f"c = {c:.2e} MV cm9/uC5")
print(f"a*c/b^2 = {a * c / b**2:.4f}")
print(f"P0 = {P0:.2f} uC/cm2, E0 = {b**2 / c * P0:.2f} MV/cm")
print(f"interval for a: {a_low:.4f} to {a_high:.4f} MV cm/uC")
print(f"same interval: {a_low * 10:.3f} to {a_high * 10:.3f} 1e9 V m/C")
print(f"equal-energy a = {3 * b**2 / (16 * c):.4f} MV cm/uC")
print(f"double-switching onset a = {b**2 / (5 * c):.4f} MV cm/uC")
print(f"zero-field relative permittivity = {1 + 1 / (a * eps0):.1f}")
print(f"forward switching field = {E_forward:.3f} MV/cm")
print(f"return switching field = {E_return:.3f} MV/cm")
print(f"forward jump: P {P1:.2f} to {P_after_forward:.2f} uC/cm2")
print(f"return jump: P {P2:.2f} to {P_after_return:.2f} uC/cm2")
print(f"film thickness = {thickness_nm:.0f} nm")
print(f"peak field = {E_max:.1f} MV/cm, voltage = {E_max * thickness_nm / 10:.1f} V")
print(f"P at peak field = {P_max:.2f} uC/cm2")
print(f"f at peak field = {energy(P_max, a, b, c):.2f} J/cm3")
print(f"drop of G, forward = {drop_forward:.2f} J/cm3")
print(f"drop of G, return = {drop_return:.2f} J/cm3")
print(f"supplied energy = {W_supplied:.2f} J/cm3 (loop {loop_supplied:.2f})")
print(f"recovered energy = {W_recovered:.2f} J/cm3 (loop {loop_recovered:.2f})")
print(f"lost per unipolar cycle = {W_lost:.2f} J/cm3")
print(f"efficiency = {100 * W_recovered / W_supplied:.1f} %")
print(f"vacuum part of displacement = {eps0 * E_max:.3f} uC/cm2")
print(f"vacuum field energy = {eps0 * E_max**2 / 2:.3f} J/cm3")
print(f"rough breakdown field = {E_breakdown:.1f} MV/cm")
print(f"peak field / breakdown field = {E_max / E_breakdown:.2f}")
print(f"a where forward field = breakdown: {a_breakdown:.4f} MV cm/uC")
print(f"temperature = {temperature:.0f} K, grain edge = {grain_nm:.0f} nm")
print(f"dwell = {dwell:.0e} s, attempt time = {attempt_time:.0e} s")
print(f"activation energy = {activation / const.e:.3f} eV")
print(f"equal-energy field = {E_equal:.3f} MV/cm")
print(f"barrier at that field = {barrier_equal:.3f} J/cm3")
print(f"thermally activated forward field = {E_forward_hot:.3f} MV/cm")
print(f"thermally activated return field = {E_return_hot:.3f} MV/cm")
print(f"grain edge where hysteresis is lost = {critical_edge_nm:.2f} nm")
print(f"assumed da/dT = {slope_a:.1e} MV cm/(uC K)")
print(f"forward field after +{heating:.0f} K = {E_forward_warm:.3f} MV/cm")
print(f"return field after +{heating:.0f} K = {E_return_warm:.3f} MV/cm")
print(f"temperature at lower end of interval = {T_low:.0f} K")
print(f"interface layer: {layer_nm:.1f} nm, permittivity {layer_eps:.0f}")
print(f"shift of a by interface layer = {a_shift:.4f} MV cm/uC")
print(f"bulk a interval with layer: {lower_stack:.4f} to {upper_stack:.4f} MV cm/uC")
print(f"tunnel barrier = {barrier_eV:.1f} eV, mass = {mass_ratio:.1f} m_e")
print(f"ideal tunnelling current at peak = {J:.1e} A/cm2")
print(f"charge leaked in one dwell = {leaked:.1e} uC/cm2")
print("finished without a failed check")
```

Output:

```
sampled a*c/b^2, polar minimum vanishes: 0.25000
sampled a*c/b^2, hysteresis vanishes: 0.45000
sampled a*c/b^2, equal energies at E=0: 0.18750
sampled a*c/b^2, single to double switching: 0.20000
a = 0.400 MV cm/uC
b = 1.80e-03 MV cm5/uC3
c = 2.50e-06 MV cm9/uC5
a*c/b^2 = 0.3086
P0 = 26.83 uC/cm2, E0 = 34.78 MV/cm
interval for a: 0.3240 to 0.5832 MV cm/uC
same interval: 3.240 to 5.832 1e9 V m/C
equal-energy a = 0.2430 MV cm/uC
double-switching onset a = 0.2592 MV cm/uC
zero-field relative permittivity = 29.2
forward switching field = 2.452 MV/cm
return switching field = 1.419 MV/cm
forward jump: P 9.74 to 21.91 uC/cm2
return jump: P 18.36 to 3.79 uC/cm2
film thickness = 10 nm
peak field = 3.0 MV/cm, voltage = 3.0 V
P at peak field = 22.60 uC/cm2
f at peak field = 40.27 J/cm3
drop of G, forward = 6.72 J/cm3
drop of G, return = 8.78 J/cm3
supplied energy = 46.99 J/cm3 (loop 46.97)
recovered energy = 31.49 J/cm3 (loop 31.48)
lost per unipolar cycle = 15.50 J/cm3
efficiency = 67.0 %
vacuum part of displacement = 0.266 uC/cm2
vacuum field energy = 0.398 J/cm3
rough breakdown field = 4.0 MV/cm
peak field / breakdown field = 0.75
a where forward field = breakdown: 0.5402 MV cm/uC
temperature = 300 K, grain edge = 10 nm
dwell = 1e-04 s, attempt time = 1e-13 s
activation energy = 0.536 eV
equal-energy field = 1.986 MV/cm
barrier at that field = 2.534 J/cm3
thermally activated forward field = 2.402 MV/cm
thermally activated return field = 1.481 MV/cm
grain edge where hysteresis is lost = 3.24 nm
assumed da/dT = 3.0e-04 MV cm/(uC K)
forward field after +60 K = 2.630 MV/cm
return field after +60 K = 1.748 MV/cm
temperature at lower end of interval = 47 K
interface layer: 0.5 nm, permittivity 30
shift of a by interface layer = 0.0188 MV cm/uC
bulk a interval with layer: 0.3052 to 0.5644 MV cm/uC
tunnel barrier = 1.8 eV, mass = 0.3 m_e
ideal tunnelling current at peak = 2.1e-06 A/cm2
charge leaked in one dwell = 2.1e-04 uC/cm2
finished without a failed check
```
